# The unrelaxed silicon dangling-bond level in the bond-orbital model, part 1

(Sections cited here and not found follow in the second part.)

## First half: the theorem and the coupling on one atom

### Definitions and conventions

Each silicon atom carries one $s$ orbital and three $p$ orbitals, all real. Orbitals on different atoms are taken to be orthogonal, and the $p$ orbitals of all atoms refer to the same axes. The orbital energies are $E_s$ and $E_p$, with $E_s<E_p$, and they are the same on every atom, including the one with the broken bond. For a unit vector $\mathbf n$, the symbol $p_{\mathbf n}=n_xp_x+n_yp_y+n_zp_z$ denotes the $p$ orbital whose positive lobe points along $\mathbf n$. Since $p_x,p_y,p_z$ are orthonormal,

$$\langle p_{\mathbf m}|p_{\mathbf n}\rangle=\mathbf m\cdot\mathbf n .$$

The Hamiltonian $H$ is a one-electron (mean-field) operator. In the algebra all energies are in atomic units; no constant of nature appears, so the formulas hold unchanged with energies in eV.

In the perfect crystal an atom has four neighbours in directions $\mathbf n_0,\dots,\mathbf n_3$ with $\mathbf n_i\cdot\mathbf n_j=-1/3$ for $i\ne j$. One atom, the *dangling atom*, lacks its neighbour along $\mathbf n_0$. "Unrelaxed" means that its three remaining bonds keep their directions. Any other broken bonds are saturated, and the hybrids that pointed into them are removed from the problem. This stands for a saturating partner that binds so strongly that its bonding and antibonding levels lie far away.

For a bond from atom $A$ to atom $B$ along $\mathbf n$, the two-centre couplings are

$$V_{ss}=\langle s_A|H|s_B\rangle,\quad V_{sp}=\langle s_A|H|p_{\mathbf n,B}\rangle,\quad V_{pp}=\langle p_{\mathbf n,A}|H|p_{\mathbf n,B}\rangle .$$

Two parallel $p$ orbitals perpendicular to the bond have the coupling $V_\pi$. Orbitals of different symmetry about the bond axis do not couple. Reflection in the plane that bisects the bond exchanges $s_A$ with $s_B$ and turns $p_{\mathbf n,B}$ into $-p_{\mathbf n,A}$. Hence

$$\langle p_{\mathbf n,A}|H|s_B\rangle=-V_{sp}.$$

### Lemma 1 (tetrahedral hybrids)

*Four equivalent orthonormal hybrids that point along $\mathbf n_0,\dots,\mathbf n_3$ have the form*

$$h_j=\tfrac12\left(s+\sqrt3\,p_{\mathbf n_j}\right).$$

**Proof.** A normalized hybrid with $s$ weight $\alpha$ is $h_j=\sqrt\alpha\,s+\sqrt{1-\alpha}\,p_{\mathbf n_j}$. For $i\neq j$,

$$\langle h_i|h_j\rangle=\alpha+(1-\alpha)\,\mathbf n_i\cdot\mathbf n_j=\alpha-\frac{1-\alpha}{3}=\frac{4\alpha-1}{3}.$$

This vanishes for $\alpha=1/4$ and for no other value. The coefficients are then $\sqrt{1/4}=1/2$ and $\sqrt{3/4}=\sqrt3/2$. ∎

The tetrahedral angle therefore fixes the weights: one quarter $s$ and three quarters $p$. The factor 3 in the theorem comes from here.

### Lemma 2 (energies on one atom)

*With $E_h=(E_s+3E_p)/4$ and $V_1=(E_s-E_p)/4$,*

$$\langle h_j|H|h_j\rangle=E_h,\qquad \langle h_i|H|h_j\rangle=V_1\quad(i\ne j).$$

**Proof.** On one atom $H$ is diagonal in $s,p_x,p_y,p_z$, and the three $p$ energies are equal. The cross terms between $s$ and $p$ vanish, and $\langle p_{\mathbf n_i}|H|p_{\mathbf n_j}\rangle=E_p\,\mathbf n_i\cdot\mathbf n_j$. Therefore

$$\langle h_i|H|h_j\rangle=\tfrac14\left(E_s+3E_p\,\mathbf n_i\cdot\mathbf n_j\right).$$

For $i=j$ the scalar product is 1, which gives $E_h$. For $i\ne j$ it is $-1/3$, which gives $(E_s-E_p)/4$. ∎

Since $E_s<E_p$, the coupling $V_1$ is negative. It vanishes only if $s$ and $p$ are degenerate. A hybrid is thus not an eigenstate of the free atom; it is a state of definite direction, and $E_h$ is its mean energy.

### Lemma 3 (the two hybrids of a bond)

*The hybrids of $A$ and $B$ that face each other have the coupling*

$$V_2=\tfrac14\left(V_{ss}-2\sqrt3\,V_{sp}-3V_{pp}\right).$$

**Proof.** The hybrid on $A$ points along $\mathbf n$ and the one on $B$ along $-\mathbf n$. Because $p_{-\mathbf n}=-p_{\mathbf n}$, they are $\frac12(s_A+\sqrt3p_{\mathbf n,A})$ and $\frac12(s_B-\sqrt3p_{\mathbf n,B})$. The four products give

$$\tfrac14\left[V_{ss}-\sqrt3V_{sp}+\sqrt3(-V_{sp})-3V_{pp}\right],$$

where the third term contains the sign from the reflection. Adding the two middle terms gives the result. ∎

For silicon $V_{ss}<0$ while $V_{sp}$ and $V_{pp}$ are positive in this convention, so all three terms are negative and add up. Below, $v=|V_1|=-V_1$ and $w=|V_2|=-V_2$.

### Theorem

*Keep the hybrid energies $E_h$ and the coupling $V_2$ between the two hybrids of each bond, and drop every other coupling. Then the unrelaxed dangling hybrid $h_0$ is an eigenstate with the energy*

$$E_{\rm db}=E_h=\frac{E_s+3E_p}{4}.$$

**Proof.** Every hybrid except $h_0$ has one partner, the hybrid that faces it. In this basis $H$ falls into separate blocks. A bond gives

$$\begin{pmatrix}E_h&V_2\\V_2&E_h\end{pmatrix},\qquad (E_h-E)^2=V_2^2,\qquad E=E_h\pm w .$$

The partner of $h_0$ belonged to the missing atom. Its block is the single number $\langle h_0|H|h_0\rangle$, which is $E_h$ by Lemma 2. ∎

The dangling level lies midway between the bonding level $E_h-w$ and the antibonding level $E_h+w$. Each hybrid brings one electron in the neutral system. The two electrons of a bond fill its bonding level, and one electron is left for the dangling hybrid. Stretching a single bond until $V_2\to0$ leads to the same result: its two levels merge at $E_h$.

The theorem assumes more than nearest-neighbour coupling. It also drops $V_1$, which acts within an atom and is not small in silicon. What $V_1$ does must be examined separately.

### Worked example: the level and its couplings

Take the round parameters $E_s=-4.00$ eV and $E_p=2.00$ eV on an arbitrary common zero, with $V_{ss}=-2.00$, $V_{sp}=2.50$, $V_{pp}=2.70$ and $V_\pi=-0.70$ eV. They lie in the rough regime of silicon. Then

$$E_h=\frac{-4.00+3(2.00)}4=0.500\ \text{eV}\quad(0.0184\ \text{hartree}),$$

$$V_1=\frac{-4.00-2.00}4=-1.500\ \text{eV},$$

$$V_2=\frac{-2.00-2\sqrt3(2.50)-3(2.70)}4=-4.690\ \text{eV}.$$

The strict model has bonding and antibonding levels at $-4.190$ and $5.190$ eV. The ratio $w/v$ is 3.127, so the neglected $V_1$ is about a third of the coupling that was kept.

### Proposition 1 (second order in $V_1$)

*If $V_1$ is restored as a perturbation, the second-order shift of the dangling level is zero.*

**Proof.** Let $h_j$, $j=1,2,3$, be the back hybrids of the dangling atom, and $h_j'$ their partners. The bond states are $b_j^\pm=(h_j\pm h_j')/\sqrt2$. Their energies are $E_h\pm V_2$, so with $V_2<0$ the upper sign is the bonding state. The hybrid $h_0$ couples to $h_j$ by $V_1$ and not to $h_j'$, hence to each bond state by $V_1/\sqrt2$. There is no first-order shift, since $V_1$ has no diagonal element. In second order the bonding states contribute

$$3\,\frac{V_1^2/2}{E_h-(E_h-w)}=\frac{3V_1^2}{2w},$$

and the antibonding states contribute

$$3\,\frac{V_1^2/2}{E_h-(E_h+w)}=-\frac{3V_1^2}{2w}.$$

The sum is zero. ∎

In the example the two parts are $3(1.500)^2/(2\times4.690)=0.720$ eV upwards and the same amount downwards. The level stays because two large effects cancel, and the cancellation rests on its position midway between the bond levels.

### Proposition 2 (networks without rings)

*Let the bonds form a tree: there is one path, without retracing, between any two atoms. With $V_1$ and $V_2$ both kept, $E_h$ is still an eigenvalue on every finite tree. On the infinite tree in which every atom beyond the dangling one has four bonds, the state is normalizable if and only if $3V_1^2<V_2^2$, and its weight on $h_0$ is then $1-3V_1^2/V_2^2$.*

**Proof.** Let the dangling atom be shell 0, its neighbours shell 1, and so on. Each atom beyond shell 0 has one hybrid that points inwards, towards the dangling atom; the others point outwards. Treat $h_0$ as the "inward" hybrid of shell 0. Put the amplitude $a_n$ on every inward hybrid of shell $n$ and zero on every outward hybrid. With energies measured from $E_h$, an eigenstate at $E_h$ must give zero in each row of $(H-E_h)a=0$.

- Row of an inward hybrid: the other hybrids of its atom are outward and have amplitude zero, and so does its bond partner, which is an outward hybrid of the shell before. The row is $V_1\cdot0+V_2\cdot0=0$. For $h_0$ there is no partner, and the row is again zero.
- Row of an outward hybrid in shell $n$: of the other hybrids on its atom, only the inward one has an amplitude, $a_n$. Its partner is an inward hybrid of shell $n+1$. The row is $V_1a_n+V_2a_{n+1}$.

The second kind of row vanishes if

$$a_{n+1}=-\frac{V_1}{V_2}\,a_n,\qquad\text{so}\qquad a_n=\left(-\frac{V_1}{V_2}\right)^{n}a_0 .$$

At the edge of a finite tree the missing outward hybrids bring no rows, so nothing further is required. When each atom has three outward bonds, shell $n$ holds $3^n$ atoms. The weight on $h_0$ for a tree of $D$ shells is

$$\frac{a_0^2}{\sum_n3^na_n^2}=\left[\sum_{n=0}^{D}\left(\frac{3V_1^2}{V_2^2}\right)^{n}\right]^{-1}.$$

For $D\to\infty$ the geometric series converges if and only if $3V_1^2/V_2^2<1$, and its inverse is then $1-3V_1^2/V_2^2$. ∎

The energy is unchanged, but the state is not: it spreads along the back bonds. In the example $3V_1^2/V_2^2=3(1.500)^2/(4.690)^2=0.307$, which leaves a weight of 0.693 on the dangling hybrid of the infinite tree. Direct diagonalization of a tree with five shells and 364 atoms gives a level that agrees with $E_h$ to within rounding error, and a weight of 0.6937, as the finite sum requires.

If $3V_1^2\geq V_2^2$, the amplitudes do not fall fast enough to outweigh the growing number of atoms, and no localized state of this form exists on the infinite tree.

### Lemma 4 (self-energy as a sum over walks)

A crystal has rings. To find their effect, eliminate all hybrids except $h_0$. Put $z=E-E_h$. Let $X$ be the matrix that exchanges the two hybrids of every bond, so that $X^2=1$. Let $M$ have the element $V_1$ between any two different bonded hybrids of the same atom, and zero elsewhere. Let the column $c$ contain the couplings of $h_0$: $V_1$ for the three back hybrids and zero for all others. With $a_0$ the amplitude on $h_0$ and $a$ the column of the other amplitudes, the eigenvalue equations are

$$c^{T}a=z\,a_0,\qquad c\,a_0+(V_2X+M)a=z\,a .$$

The second gives $a=(z-V_2X-M)^{-1}c\,a_0$. Inserted in the first, it gives for $a_0\neq0$

$$z=\Sigma(z),\qquad \Sigma(z)=c^{T}(z-V_2X-M)^{-1}c .$$

*Let $3v<w$. Then*

$$\Sigma(0)=\sum_{L\ge1}(-1)^L N_L\,\frac{V_1^{L+1}}{V_2^{L}},$$

*where $N_L$ is the number of walks over $L$ bonds that start and end at the dangling atom and never go back at once over the bond just crossed.*

**Proof.** From $X^2=1$ follows $(V_2X)^{-1}=X/V_2$. Factor out $V_2X$ on the left:

$$-(V_2X+M)^{-1}=-\left[V_2X\left(1+\frac{XM}{V_2}\right)\right]^{-1}=-\left(1+\frac{XM}{V_2}\right)^{-1}\frac{X}{V_2}.$$

Each row of $M$ has at most three elements of size $v$, and $X$ merely reorders rows. The largest row sum of $|XM/V_2|$ is therefore at most $3v/w<1$, and the geometric series converges:

$$\Sigma(0)=-\sum_{n\ge0}(-1)^n\,\frac{c^{T}(XM)^nXc}{V_2^{\,n+1}} .$$

Read a term from right to left. The column $c$ goes from $h_0$ to a back hybrid, $X$ crosses its bond, and $M$ changes to a *different* hybrid of the atom reached, so the next $X$ crosses a different bond. The row $c^T$ finally leads back to $h_0$. There are $L=n+1$ crossings. The two factors $c$ and the $n$ factors $M$ give $V_1^{n+2}=V_1^{L+1}$. The sign is $-(-1)^{L-1}=(-1)^L$. ∎

On a tree every $N_L$ is zero. An atom other than the start has one bond that leads closer to the start. The walk arrived over it and may not use it at once, so each step leads further away. This agrees with Proposition 2 and shows that, in this model, a shift needs rings.

## Second half: the crystal, the other couplings and a real interface

### Symbols and results taken over

The hybrid energy is $E_h=(E_s+3E_p)/4$. Two hybrids on one atom couple by $V_1=(E_s-E_p)/4=-v$, and the two hybrids of a bond by $V_2=-w$, with $v,w>0$. The dangling hybrid is $h_0$. If only $V_2$ acts, its level is $E_h$. If $V_1$ acts too, the level $E=E_h+z$ obeys $z=\Sigma(z)$, and for $3v<w$ the value $\Sigma(0)$ is a sum over closed walks of $L$ bonds that never turn back at once, each contributing $(-1)^LV_1^{L+1}/V_2^L$; their number is $N_L$. In the example $E_h=0.500$, $V_1=-1.500$ and $V_2=-4.690$ eV.

### Proposition 3 (rings of the diamond lattice)

*Let one site deep inside a finite diamond crystal with saturated edges be empty, and let three of its four neighbours be saturated, so that the fourth is the dangling atom. Then $N_L=0$ for $L<6$ and $N_6=12$. For $3v<w$ there is a level below $E_h$, and the leading term of its shift for weak $V_1$ is*

$$E-E_h\simeq\frac{12\,V_1^7}{V_2^6}<0 .$$

In the strict model the dangling level is $E_h$, and restoring $V_1$ alone does not shift it in second order, nor at all on a finite tree, so in this model a shift needs rings. What remains is to prove Proposition 3 on the rings of the diamond lattice, and then to examine the band edges, the other nearest-neighbour couplings, relaxation and the oxidized silicon surface.

All numerical values are calculated from the stated model.
